\section*{Layer-resolved densities of states of a semi-infinite chain}

\section{Problem}

Electrons move on a chain of sites $n=1,2,3,\dots$ that ends at site 1. Every site has energy $\varepsilon_0$, and neighbouring sites are coupled by the matrix element $-t$ with $t>0$. The end site and its bond are the same as all others. Electrons do not interact, and densities are given for one spin direction.

The local density of states $\rho_n(E)$ is defined by
\begin{equation}
\int f(E)\,\rho_n(E)\,dE=\langle n|f(H)|n\rangle
\label{def}
\end{equation}
for every continuous function $f$. With $f=1$ its area is one.

\begin{enumerate}
\item Find $\rho_n(E)$. What shape does it have on the end site?
\item At how many energies strictly inside the band does $\rho_n$ vanish, and why?
\item In what sense, if any, does $\rho_n$ approach the density of states $\rho_b$ of an infinite chain as $n\to\infty$?
\end{enumerate}

For numbers take $t=0.5$ eV, $\varepsilon_0=0.2$ eV and the probe energy $E=0$.

\section{First estimate by scaling}

A wave on the chain has energy $E=\varepsilon_0-2t\cos k$, so the band has width $4t$. Four estimates follow without solving for the states.

\emph{Height.} Unit area spread over the width $4t$ gives $\rho_1\sim 1/(4t)=0.5$ per eV.

\emph{Band edge.} The wave must vanish at the missing site $n=0$. For small $k$ its amplitude on site $n$ is therefore proportional to $nk$, and its weight to $n^2k^2$. At energy $\delta$ above the lower edge, $\delta\approx tk^2$, and the number of states per energy scales as $dk/d\delta\sim 1/(tk)$. Hence
\begin{equation}
\rho_n\sim \frac{n^2k^2}{tk}=\frac{n^2}{t}\sqrt{\frac{\delta}{t}} .
\label{edgeest}
\end{equation}

\emph{Oscillations.} A wave that travels from site $n$ to the end and back gains the phase $2nk$. As $k$ runs from $0$ to $\pi$, this phase runs through $n$ full turns. About $n$ oscillations should fit into the band, with a mean spacing $4t/n$.

\emph{Smoothing.} An energy window of width $w$ covers a range $\Delta k\sim w/(2t)$. It blurs the oscillations once $2n\,\Delta k\sim1$, that is, for $n\gtrsim t/w$. For $w=0.1$ eV this gives $n\sim5$.

\section{Exact solution}

\subsection{States and densities}

Cut the chain after site $N$. The amplitudes obey
\begin{equation}
\varepsilon_0\psi_n-t(\psi_{n-1}+\psi_{n+1})=E\psi_n,
\qquad \psi_0=\psi_{N+1}=0 .
\end{equation}
The two conditions express the missing neighbours. Try $\psi_n=A\sin(nk)$, which satisfies the first condition. Since $\sin((n-1)k)+\sin((n+1)k)=2\cos k\,\sin(nk)$, the equation holds with $E=\varepsilon_0-2t\cos k$. The second condition gives
\begin{equation}
k_j=\frac{j\pi}{N+1},\qquad j=1,\dots,N .
\label{kj}
\end{equation}
These $N$ energies are distinct because $\cos k$ is monotonic on $(0,\pi)$, so the $N$ orthogonal states form a complete set.

For the normalization, add the vanishing term $n=0$ to the sum:
\begin{equation}
\sum_{n=0}^{N}\sin^2(nk_j)=\frac{N+1}{2}
-\frac12\,\mathrm{Re}\,\frac{1-e^{2i(N+1)k_j}}{1-e^{2ik_j}}
=\frac{N+1}{2}.
\end{equation}
The numerator of the fraction vanishes because $2(N+1)k_j=2\pi j$, while the denominator does not. Thus $|\psi_j(n)|^2=2\sin^2(nk_j)/(N+1)$, and
\begin{equation}
\langle n|f(H)|n\rangle_N=\frac{2}{N+1}\sum_{j=1}^{N}f(E(k_j))\sin^2(nk_j).
\end{equation}

The cut becomes harmless as $N\to\infty$. For $f=E^m$, the matrix element involves paths of $m$ steps from $n$ back to $n$. They cannot reach the missing site $N+1$ when $2(N+1-n)>m$, so each moment then equals that of the semi-infinite chain. Polynomials approximate continuous functions uniformly on a bounded interval, so the conclusion extends to all continuous $f$.

The spacing of the $k_j$ is $\pi/(N+1)$, and the sum becomes an integral:
\begin{equation}
\int f\rho_n\,dE=\frac{2}{\pi}\int_0^\pi f(E(k))\sin^2(nk)\,dk .
\end{equation}
With $dE=2t\sin k\,dk$,
\begin{equation}
\boxed{\;\rho_n(E)=\frac{\sin^2(nk)}{\pi t\sin k},\qquad E=\varepsilon_0-2t\cos k\;}
\label{rho}
\end{equation}
inside the band, and $\rho_n=0$ outside.

\subsection{The end site}

Let $x=E-\varepsilon_0=-2t\cos k$. Then $\sin k=\sqrt{4t^2-x^2}/(2t)$, and for $n=1$
\begin{equation}
\rho_1(E)=\frac{\sin k}{\pi t}=\frac{\sqrt{4t^2-x^2}}{2\pi t^2}.
\end{equation}
This is a semicircle of radius $2t$ divided by $2\pi t^2$. The half disc has area $\tfrac12\pi(2t)^2=2\pi t^2$, so the area under $\rho_1$ is one. The maximum is $1/(\pi t)=0.637$ per eV.

At the probe energy, $\cos k=(0.2-0)/(2\times0.5)=0.2$ and $\sin k=\sqrt{1-0.04}=0.980$. Therefore $\rho_1=0.980/(0.5\pi)=0.624$ per eV. On site 2, $\sin 2k=2(0.980)(0.2)=0.392$, which gives $\rho_2=0.392^2/(0.5\pi\times0.980)=0.0998$ per eV. One step into the chain lowers the density at this energy by a factor of about six.

\subsection{Internal zeros}

Inside the band $\sin k>0$, so $\rho_n$ vanishes when $\sin(nk)=0$:
\begin{equation}
E_j=\varepsilon_0-2t\cos\frac{j\pi}{n},\qquad j=1,\dots,n-1 .
\label{zeros}
\end{equation}
There are $n-1$ distinct internal zeros. Near one of them, $\sin^2(nk)\approx n^2(k-k_j)^2$ with $k_j=j\pi/n$, and $k-k_j\approx(E-E_j)/(2t\sin k_j)$. Hence
\begin{equation}
\rho_n\approx\frac{n^2(E-E_j)^2}{4\pi t^3\sin^3k_j}.
\end{equation}
The curve touches the axis without crossing it, as a density must.

Comparing (\ref{zeros}) with (\ref{kj}) shows that the $E_j$ are the levels of an isolated chain of $n-1$ sites. The reason is a node: if $\psi_n=0$, the amplitudes on sites $1,\dots,n-1$ obey the equations of that shorter chain. For $n=3$ the shorter chain is a pair with levels $\varepsilon_0\mp t$, so the zeros lie at $-0.3$ and $0.7$ eV.

The density also vanishes at the two band edges. For $nk\ll1$, (\ref{rho}) becomes
\begin{equation}
\rho_n\approx\frac{n^2k}{\pi t}\approx\frac{n^2}{\pi t}\sqrt{\frac{\delta}{t}},
\qquad \delta\ll \frac{t}{n^2}.
\label{edge}
\end{equation}
Every layer keeps a square-root edge, but the energy range in which it holds shrinks as $1/n^2$.

\subsection{Comparison with the infinite chain}

On a ring of $M$ sites the states are plane waves with weight $1/M$ on each site and $k=2\pi j/M$. As $M\to\infty$,
\begin{equation}
\int f\rho_b\,dE=\frac{1}{2\pi}\int_{-\pi}^{\pi}f(E(k))\,dk
=\frac1\pi\int_0^\pi f(E(k))\,dk ,
\end{equation}
because $E(k)$ is even. Changing variable again gives
\begin{equation}
\rho_b=\frac{1}{2\pi t\sin k}=\frac{1}{\pi\sqrt{4t^2-x^2}} .
\end{equation}
Using $2\sin^2(nk)=1-\cos(2nk)$ in (\ref{rho}),
\begin{equation}
\rho_n=\rho_b\,[1-\cos(2nk)] .
\label{split}
\end{equation}
The oscillation does not become smaller with depth. It becomes faster.

\emph{Pointwise convergence fails.} At the band centre $k=\pi/2$, so $\rho_n$ alternates between $2\rho_b=0.637$ per eV for odd $n$ and zero for even $n$. No other energy inside the band does better. If $\cos(2nk)$ tended to zero, then $\cos(4nk)=2\cos^2(2nk)-1$ would tend to $-1$. But $\cos(4nk)$ is the same sequence taken at index $2n$ and would have to tend to zero, which is a contradiction.

\emph{The integrated absolute difference does not shrink.} From (\ref{split}),
\begin{equation}
\int|\rho_n-\rho_b|\,dE=\frac1\pi\int_0^\pi|\cos(2nk)|\,dk=\frac2\pi .
\end{equation}
The last integral covers $2n$ whole periods of $|\cos(2nk)|$, whose mean is $2/\pi$. The value $0.637$ is a pure number; it agrees with $1/(\pi t)$ in eV$^{-1}$ merely because $t=0.5$ eV.

\emph{Weak convergence holds.} For continuous $f$, define
\begin{equation}
D_n[f]=\int f(\rho_n-\rho_b)\,dE=-\frac1\pi\int_0^\pi f(E(k))\cos(2nk)\,dk .
\label{D}
\end{equation}
Take first a power of $x$:
\begin{equation}
x^m=(-t)^m(e^{ik}+e^{-ik})^m=(-t)^m\sum_{p=0}^{m}\binom mp\cos((m-2p)k).
\end{equation}
The sine terms cancel between $p$ and $m-p$. No harmonic exceeds $m$, and cosines of different non-negative integer order are orthogonal on $(0,\pi)$. Thus $D_n[x^m]=0$ for $m<2n$. For $m=2n$, the terms $p=0$ and $p=2n$ together contribute $2t^{2n}\cos(2nk)$, and
\begin{equation}
D_n[x^{2n}]=-\frac{2t^{2n}}{\pi}\int_0^\pi\cos^2(2nk)\,dk=-t^{2n}.
\end{equation}
In terms of paths, a closed walk from site $n$ needs $2n$ steps to visit the missing site 0 and return, and one walk of that length does so. For site 3 there are 19 closed walks of six steps, against 20 in the bulk.

Now let $p$ be any polynomial of degree below $2n$. Since $D_n[p]=0$ and both densities are non-negative with unit area,
\begin{equation}
|D_n[f]|=|D_n[f-p]|\le\max|f-p|\int(\rho_n+\rho_b)\,dE=2\max|f-p| ,
\end{equation}
where the maximum is taken over the band. A polynomial can make the right side as small as desired, and it is admissible for all sufficiently large $n$. Hence $D_n[f]\to0$ for every continuous $f$, which is weak convergence.

If $f$ also has a continuous derivative, integration by parts in (\ref{D}) gives a rate. The boundary term contains $\sin(2nk)$ and vanishes at $k=0$ and $\pi$, leaving
\begin{equation}
|D_n[f]|=\left|\frac{1}{2\pi n}\int_0^\pi\sin(2nk)\frac{df}{dk}\,dk\right|
\le\frac{1}{2\pi n}\int_{\rm band}|f'(E)|\,dE .
\end{equation}

\subsection{Two smoothed quantities}

\emph{Filling.} Let all states up to energy $\mu$ be occupied, and let $k_\mu$ be the corresponding wave number. Integrating (\ref{split}),
\begin{equation}
N_n(\mu)=\frac1\pi\int_0^{k_\mu}[1-\cos(2nk)]\,dk
=\frac{k_\mu}{\pi}-\frac{\sin(2nk_\mu)}{2\pi n}.
\label{fill}
\end{equation}
The bulk filling is $k_\mu/\pi$, and the deviation dies out as $1/n$. For $\mu=0$, $k_\mu=1.3694$ and the bulk filling is $0.4359$. On the end site the correction is $\sin(2.7389)/(2\pi)=0.0624$, so $N_1=0.3735$. On site 6 the filling is $0.4535$, about 4\% above the bulk value.

\emph{Gaussian window.} Let $f$ be a normalized Gaussian centred at $E_0=0$ with standard deviation $w=0.1$ eV. Near $E_0$ write $k\approx k_0+(E-E_0)/v$ with $v=2t\sin k_0=0.980$ eV. Then $dk=dE/v$ and $\rho_b(E_0)=1/(\pi v)$. The Gaussian average of $\cos(2nk_0+2n(E-E_0)/v)$ is $\cos(2nk_0)\,e^{-2n^2w^2/v^2}$, so
\begin{equation}
D_n[f]\approx-\rho_b(E_0)\cos(2nk_0)\,e^{-2n^2w^2/v^2}.
\label{gauss}
\end{equation}
For $n=10$ the exponential is $e^{-2.08}=0.125$ and $\cos(20k_0)=-0.633$. The formula gives $0.325\times0.633\times0.125=0.026$ per eV, in agreement with the computed $0.0262$ per eV.

At $n=20$ the computed difference is $-2.9\times10^{-5}$ per eV, whereas (\ref{gauss}) gives about $+1.6\times10^{-5}$. The order of magnitude survives, but the sign does not. The band edges lie at least eight standard deviations away, so the discrepancy comes from the terms dropped in the expansion of $k(E)$. The quadratic term shows how. With $u=E-E_0$ and $d^2k/dE^2=-c$, where $c=2t\cos k_0/v^3=0.21$ eV$^{-2}$, the phase $2nk$ gains the term $-ncu^2$. The Gaussian average of $e^{2inu/v-incu^2}$ is $(1+ib)^{-1/2}\exp[-(2n^2w^2/v^2)/(1+ib)]$ with $b=2ncw^2$. Write $S=2n^2w^2/v^2$. For small $b$ the exponential shifts the argument of the cosine in (\ref{gauss}) by about $bS$, and the factor $(1+ib)^{-1/2}$ shifts it by $-b/2$. The density $\rho_b=(dk/dE)/\pi$ also varies across the window, by the factor $1-cvu$ to first order, which adds about $-b$. The total is $b(S-\tfrac32)$, whose leading part grows as $n^3$: about $0.025$ rad at $n=10$ and about $0.6$ rad at $n=20$, where higher terms lower it to about $0.5$ rad. At $n=20$ the argument $40k_0$ equals $4.51$ modulo $2\pi$, only $0.2$ below the zero of the cosine at $3\pi/2$, so this shift reverses the sign. The higher terms, mainly the cubic one in $k(E)$, also raise the amplitude, by a factor of about $1.4$ at $n=20$; shift and amplitude together give the computed value.

\section{Comparison of estimate and solution}

\emph{Height.} The estimate $1/(4t)=0.5$ per eV is the mean of $\rho_1$ over the band. The maximum is larger by the factor $4/\pi\approx1.27$.

\emph{Band edge.} Equation (\ref{edgeest}) has the correct powers of $n$, $t$ and $\delta$. The solution (\ref{edge}) supplies the factor $1/\pi$.

\emph{Oscillations.} The phase argument gave $n$ oscillations. They have $n+1$ minima at $k=j\pi/n$, $j=0,\dots,n$, of which two are band edges; this leaves the $n-1$ internal zeros. The spacing is not uniform. For $n=5$ the mean estimate is $4t/n=0.4$ eV, while the two zeros nearest the band centre, at $-0.109$ and $0.509$ eV, are $0.618$ eV apart. Equal steps in $k$ are widest in energy where $dE/dk=2t\sin k$ is largest.

\emph{Smoothing.} The estimate $n\sim t/w=5$ marks where blurring begins. There the exponential in (\ref{gauss}) is still $0.59$. The window average differs from its bulk value of $0.3268$ per eV by 26\% at $n=5$, by 8\% at $n=10$ and by about $0.01\%$ at $n=20$.

Scaling thus finds the sizes and the powers, but not the nature of the limit. That follows from (\ref{split}): an observable that averages over energy sees the bulk deep in the chain, while one with perfect energy resolution continues to see the end at any depth. This last statement holds for the ideal chain without scattering. A finite lifetime, described by a Lorentzian broadening of half-width $\eta\ll t$, shifts $k$ by $i\eta/(2t\sin k)$ away from the band edges and damps the oscillating term in (\ref{split}) roughly as $e^{-n\eta/(t\sin k)}$. These formulas rest on the condition $\psi_0=0$ with an unaltered first site. A different end-site energy or first bond changes that condition. The end-site density is then no longer this semicircle, and the zeros (\ref{zeros}) in general move, although some can stay: changing only the first bond leaves the zero at the band centre for even $n$. The numerical output lists the layer densities, fillings and window averages.

\section*{Calculated quantities}
\begin{verbatim}
hopping t = 0.500 eV; site energy = 0.200 eV
band edges = -0.800, 1.200 eV
probe energy = 0.000 eV; k = 1.369438 rad
end-site maximum density = 0.636620 per eV
bulk density at probe = 0.324874 per eV
bulk filling up to probe = 0.435906 (no unit)
n=1: density at probe = 0.623757 per eV; filling = 0.373530
n=2: density at probe = 0.099801 per eV; filling = 0.493291
n=3: density at probe = 0.440123 per eV; filling = 0.386305
n=4: density at probe = 0.337887 per eV; filling = 0.475663
n=5: density at probe = 0.185680 per eV; filling = 0.407144
n=6: density at probe = 0.567977 per eV; filling = 0.453502
n=2: internal zeros = 0.200000 eV
n=3: internal zeros = -0.300000, 0.700000 eV
n=4: internal zeros = -0.507107, 0.200000, 0.907107 eV
n=5: internal zeros = -0.609017, -0.109017, 0.509017, 1.009017 eV
closed walks, length 2: site 3 = 2, bulk = 2 (count)
closed walks, length 4: site 3 = 6, bulk = 6 (count)
closed walks, length 6: site 3 = 19, bulk = 20 (count)
window standard deviation = 0.100 eV
n=1: window average = 0.62034020 per eV; minus bulk = 2.94e-01 per eV
n=2: window average = 0.12167731 per eV; minus bulk = -2.05e-01 per eV
n=5: window average = 0.24089727 per eV; minus bulk = -8.59e-02 per eV
n=10: window average = 0.35307641 per eV; minus bulk = 2.62e-02 per eV
n=20: window average = 0.32680936 per eV; minus bulk = -2.86e-05 per eV
n=40: window average = 0.32683799 per eV; minus bulk = -8.22e-14 per eV
bulk window average = 0.32683799 per eV
n=1: integrated absolute difference = 0.636620 (no unit)
n=5: integrated absolute difference = 0.636620 (no unit)
n=40: integrated absolute difference = 0.636620 (no unit)
n=1: band-centre density = 0.636620 per eV
n=2: band-centre density = 0.000000 per eV
n=3: band-centre density = 0.636620 per eV
n=4: band-centre density = 0.000000 per eV
bulk band-centre density = 0.318310 per eV
\end{verbatim}
